# Density Needed to Lower k from 4 to 2 under Clausius-Mossotti: a program that tests the result

```python
"""
Result under test: with fixed polarizability per mass, Clausius-Mossotti
    (k - 1)/(k + 2) = C * density
makes the density for k = 2 exactly half of the density for k = 4.

k        relative permittivity
C        Clausius-Mossotti constant per mass density (cm^3/g)
alpha    polarizability volume, polarizability/(4 pi eps0), in cubic angstrom
density  mass density in g/cm^3

The independent road is a slab of point dipoles on a simple cubic lattice.
Its dipoles are solved self-consistently in a perpendicular applied field of
unit strength; k is read from the central layer. No Lorentz field is assumed.
"""
import numpy as np
from scipy.constants import N_A
from scipy.optimize import brentq

MOLAR_MASS = 60.0       # g/mol, round model value
START_DENSITY = 2.0     # g/cm^3, round model value
K_START, K_TARGET = 4.0, 2.0
LAYERS = 21


def plane_sum(height, cutoff=300):
    """Perpendicular field at a lattice site from one square plane of unit
    perpendicular dipoles; lattice constant 1, continuum tail past cutoff."""
    line = np.arange(-cutoff, cutoff + 1, dtype=float)
    rho2 = line[:, None]**2 + line[None, :]**2
    keep = rho2 <= cutoff**2
    if height == 0:
        keep &= rho2 > 0
    rho2 = rho2[keep]
    near = np.sum((2*height**2 - rho2) / (rho2 + height**2)**2.5)
    tail = -2*np.pi*cutoff**2 / (cutoff**2 + height**2)**1.5
    return near + tail


# Fields of planes more than six spacings away are exponentially small.
plane_fields = np.zeros(LAYERS)
plane_fields[:7] = [plane_sum(h) for h in range(7)]
index = np.arange(LAYERS)
coupling = plane_fields[np.abs(index[:, None] - index[None, :])]


def cell_volume(density):
    """Volume per polarizable unit in cubic angstrom."""
    return MOLAR_MASS / (N_A * density) * 1e24


def slab(density, alpha):
    """Return k, local/macroscopic field ratio, and Lorentz factor."""
    volume = cell_volume(density)
    matrix = np.eye(LAYERS)/alpha - coupling/volume
    dipoles = np.linalg.solve(matrix, np.ones(LAYERS))
    centre = dipoles[LAYERS//2]
    polarization = 4*np.pi*centre/volume      # P/eps0
    macroscopic = 1.0 - polarization          # normal D is continuous
    local = centre/alpha
    return (1.0/macroscopic, local/macroscopic,
            (local - macroscopic)/polarization)


def cm_ratio(k_first, k_second):
    """Density ratio second/first from the derived formula."""
    return ((k_second - 1)/(k_second + 2)) * ((k_first + 2)/(k_first - 1))


def cm_k(x):
    """k from x = C * density."""
    return (1 + 2*x)/(1 - x)


# Polarizability that makes the dipole slab have k = 4, then density for k = 2
alpha_slab = brentq(lambda a: slab(START_DENSITY, a)[0] - K_START, 1.0, 8.0)
density_slab = brentq(lambda d: slab(d, alpha_slab)[0] - K_TARGET,
                      0.1, START_DENSITY)

C = (K_START - 1)/(K_START + 2)/START_DENSITY
alpha_cm = 3*MOLAR_MASS*C/(4*np.pi*N_A)*1e24
density_cm = START_DENSITY*cm_ratio(K_START, K_TARGET)

assert abs(alpha_slab/alpha_cm - 1) < 1e-4
assert abs(density_slab/START_DENSITY - 0.5) < 1e-4
assert abs(density_cm/START_DENSITY - 0.5) < 1e-14

# Local field at both densities
state_start = slab(START_DENSITY, alpha_slab)
state_target = slab(density_slab, alpha_slab)
for state in (state_start, state_target):
    assert abs(state[2] - 1/3) < 1e-4
    assert abs(state[1] - (state[0] + 2)/3) < 1e-3

# k over a range of densities
fractions = [1.0, 0.75, 0.5, 1/3, 0.25]
table = []
for fraction in fractions:
    k_slab = slab(fraction*START_DENSITY, alpha_slab)[0]
    k_formula = cm_k(C*fraction*START_DENSITY)
    assert abs(k_slab - k_formula) < 1e-3
    table.append((fraction, k_slab, k_formula))

# Another pair of permittivities, for which the ratio is not one half
density_3 = brentq(lambda d: slab(d, alpha_slab)[0] - 3.0, 0.1, 2.0)
density_15 = brentq(lambda d: slab(d, alpha_slab)[0] - 1.5, 0.1, 2.0)
other_ratio = density_15/density_3
assert abs(other_ratio - cm_ratio(3.0, 1.5)) < 1e-4


def outside_dipole(core_fraction, k_core, k_shell, k_medium):
    """Dipole coefficient outside a coated sphere of outer radius 1 in a
    uniform field, from continuity of potential and normal displacement."""
    c = core_fraction
    # unknowns: core field, shell field, shell dipole, outside dipole
    matrix = np.array([[1, -1, 1/c, 0],
                       [k_core, -k_shell, -2*k_shell/c, 0],
                       [0, 1, -1, 1],
                       [0, k_shell, 2*k_shell, -2*k_medium]], dtype=float)
    return np.linalg.solve(matrix, [0, 0, 1, k_medium])[3]


# Core fraction at which the coated sphere is invisible in a k = 2 medium
solid_cores = brentq(lambda c: outside_dipole(c, 4, 1, 2), 0.01, 0.99)
void_cores = brentq(lambda c: outside_dipole(c, 1, 4, 2), 0.01, 0.99)


def core_fraction_formula(k_core, k_shell, k):
    return ((k - k_shell)/(k + 2*k_shell)
            * (k_core + 2*k_shell)/(k_core - k_shell))


assert abs(solid_cores - core_fraction_formula(4, 1, 2)) < 1e-9
assert abs(void_cores - core_fraction_formula(1, 4, 2)) < 1e-9
assert abs(solid_cores - 0.5) < 1e-9
assert abs((1 - void_cores) - 0.4) < 1e-9

print(f"model molar mass: {MOLAR_MASS:.1f} g/mol")
print(f"starting density: {START_DENSITY:.3f} g/cm^3")
print(f"starting k: {K_START:.1f}; target k: {K_TARGET:.1f} (no unit)")
print(f"(k-1)/(k+2) at start: {(K_START-1)/(K_START+2):.4f} (no unit)")
print(f"(k-1)/(k+2) at target: {(K_TARGET-1)/(K_TARGET+2):.4f} (no unit)")
print(f"constant C: {C:.4f} cm^3/g")
print(f"polarizability volume, formula: {alpha_cm:.4f} angstrom^3")
print(f"polarizability volume, dipole slab: {alpha_slab:.4f} angstrom^3")
print(f"density for k = 2, formula: {density_cm:.4f} g/cm^3")
print(f"density for k = 2, formula: {density_cm*1000:.1f} kg/m^3")
print(f"density for k = 2, dipole slab: {density_slab:.4f} g/cm^3")
print(f"density ratio, dipole slab: {density_slab/START_DENSITY:.5f} (no unit)")
a_start = cell_volume(START_DENSITY)**(1/3)
a_target = cell_volume(density_cm)**(1/3)
print(f"lattice constant at start: {a_start:.4f} angstrom")
print(f"lattice constant at target: {a_target:.4f} angstrom")
print(f"lattice constant ratio: {a_target/a_start:.4f} (no unit)")
for name, state in (("start", state_start), ("target", state_target)):
    print(f"slab Lorentz factor at {name}: {state[2]:.5f} (no unit)")
    print(f"slab local/macroscopic field at {name}: {state[1]:.4f} (no unit)")
    print(f"slab N*alpha/eps0 at {name}: {(state[0]-1)/state[1]:.4f} (no unit)")
for fraction, k_slab, k_formula in table:
    print(f"density fraction {fraction:.4f}: k slab {k_slab:.4f}, "
          f"k formula {k_formula:.4f} (no unit)")
print(f"density ratio for k 3 to 1.5, slab: {other_ratio:.5f} (no unit)")
print(f"density ratio for k 3 to 1.5, formula: {cm_ratio(3, 1.5):.5f} (no unit)")
print(f"solid fraction for k = 2, solid cores: {solid_cores:.4f} (no unit)")
print(f"solid fraction for k = 2, void cores: {1-void_cores:.4f} (no unit)")
print("every check passed")
```

Printed output:

```
model molar mass: 60.0 g/mol
starting density: 2.000 g/cm^3
starting k: 4.0; target k: 2.0 (no unit)
(k-1)/(k+2) at start: 0.5000 (no unit)
(k-1)/(k+2) at target: 0.2500 (no unit)
constant C: 0.2500 cm^3/g
polarizability volume, formula: 5.9464 angstrom^3
polarizability volume, dipole slab: 5.9464 angstrom^3
density for k = 2, formula: 1.0000 g/cm^3
density for k = 2, formula: 1000.0 kg/m^3
density for k = 2, dipole slab: 1.0000 g/cm^3
density ratio, dipole slab: 0.50000 (no unit)
lattice constant at start: 3.6795 angstrom
lattice constant at target: 4.6359 angstrom
lattice constant ratio: 1.2599 (no unit)
slab Lorentz factor at start: 0.33334 (no unit)
slab local/macroscopic field at start: 2.0000 (no unit)
slab N*alpha/eps0 at start: 1.5000 (no unit)
slab Lorentz factor at target: 0.33334 (no unit)
slab local/macroscopic field at target: 1.3333 (no unit)
slab N*alpha/eps0 at target: 0.7500 (no unit)
density fraction 1.0000: k slab 4.0000, k formula 4.0000 (no unit)
density fraction 0.7500: k slab 2.8000, k formula 2.8000 (no unit)
density fraction 0.5000: k slab 2.0000, k formula 2.0000 (no unit)
density fraction 0.3333: k slab 1.6000, k formula 1.6000 (no unit)
density fraction 0.2500: k slab 1.4286, k formula 1.4286 (no unit)
density ratio for k 3 to 1.5, slab: 0.35714 (no unit)
density ratio for k 3 to 1.5, formula: 0.35714 (no unit)
solid fraction for k = 2, solid cores: 0.5000 (no unit)
solid fraction for k = 2, void cores: 0.4000 (no unit)
every check passed
```
